# Decay of a Sinusoidal Doping Modulation by Diffusion

## Problem

A semiconductor layer is grown with a doping concentration that varies sinusoidally with depth. The period is 20 nm. The layer is then held at a temperature where the dopant diffusivity is \(10^{-17}\ \mathrm{cm^2/s}\). Show that the amplitude of the modulation falls by a factor \(e\) in about 2.8 hours.

Let \(x\) be the depth and \(C(x,t)\) the dopant concentration. The starting profile is

\[
C(x,0)=C_0+A_0\cos kx,\qquad k=\frac{2\pi}{L},
\]

where \(L\) is the period, \(C_0\) the mean doping and \(A_0\) the amplitude, which is half the difference between crest and trough. A concentration cannot be negative, so \(0<A_0\le C_0\). Four assumptions define the model:

- The concentration varies with depth alone.
- The diffusivity \(D\) is constant.
- No dopant is created, lost or trapped.
- The stack has so many periods that its ends can be ignored.

For the numbers, take \(C_0=1.0\times10^{18}\ \mathrm{cm^{-3}}\) and \(A_0=5.0\times10^{17}\ \mathrm{cm^{-3}}\).

## First estimate by scaling

A diffusivity has the dimensions of length squared over time. The period and the diffusivity can therefore form one time, \(L^2/D\), and the decay time must be a pure number times this. Since \(1\ \mathrm{cm}=10^7\ \mathrm{nm}\),

\[
D=10^{-17}\times10^{14}\ \mathrm{nm^2/s}=10^{-3}\ \mathrm{nm^2/s},
\]

\[
\frac{L^2}{D}=\frac{400\ \mathrm{nm^2}}{10^{-3}\ \mathrm{nm^2/s}}=4\times10^5\ \mathrm{s}=111\ \mathrm{h}.
\]

This fixes how the time scales, but \(L\) is a poor choice for the distance a dopant atom must travel. To weaken the modulation, atoms need to go from a crest to the nearest place where the concentration equals its mean. That distance is \(L/4=5\) nm. In one dimension the mean square displacement of a diffusing atom is \(2Dt\). Setting it equal to \((L/4)^2\) gives

\[
t_{\rm est}=\frac{(L/4)^2}{2D}=\frac{L^2}{32D}=\frac{111\ \mathrm{h}}{32}\approx3.5\ \mathrm{h}.
\]

The estimate says hours rather than days. Its coefficient rests on a plausible choice of distance, and the diffusion equation must supply the true one.

## Exact solution

**The equation.** Let \(J\) be the number of dopant atoms crossing unit area per unit time towards larger \(x\). In a thin slice between \(x\) and \(x+dx\), the content changes by what enters minus what leaves:

\[
\frac{\partial C}{\partial t}\,dx=J(x)-J(x+dx)=-\frac{\partial J}{\partial x}\,dx .
\]

Fick's law states that atoms flow down the concentration gradient, \(J=-D\,\partial C/\partial x\). With constant \(D\), the two minus signs cancel:

\[
\frac{\partial C}{\partial t}=D\frac{\partial^2C}{\partial x^2}.
\]

**The amplitude.** Try a profile that keeps its shape while its amplitude changes, \(C=C_0+A(t)\cos kx\). Its derivatives are

\[
\frac{\partial C}{\partial t}=\frac{dA}{dt}\cos kx,\qquad
\frac{\partial^2C}{\partial x^2}=-k^2A\cos kx .
\]

The diffusion equation then holds at every \(x\) if

\[
\frac{dA}{dt}=-Dk^2A .
\]

Dividing by \(A\) and integrating from time zero gives \(\ln(A/A_0)=-Dk^2t\). Hence

\[
C(x,t)=C_0+A_0e^{-t/\tau}\cos kx,\qquad
\tau=\frac{1}{Dk^2}=\frac{L^2}{4\pi^2D}.
\]

The mean \(C_0\) does not decay, because diffusion moves atoms without removing them.

**No other periodic solution.** The trial form satisfies the equation and the starting condition. Suppose a second solution of period \(L\) did so too, and let \(w\) be the difference of the two. Then \(w\) obeys the diffusion equation and starts at zero. Multiply that equation by \(2w\), integrate over one period, and integrate by parts:

\[
\frac{d}{dt}\int_0^Lw^2dx=2D\int_0^Lw\frac{\partial^2w}{\partial x^2}dx
=-2D\int_0^L\left(\frac{\partial w}{\partial x}\right)^2dx\le0 .
\]

The boundary terms cancel by periodicity. The integral of \(w^2\) starts at zero, cannot grow and cannot be negative, so \(w\) remains zero.

**The numbers.** The wavenumber is \(k=2\pi/(20\ \mathrm{nm})=0.31416\ \mathrm{nm^{-1}}\), so \(k^2=0.098696\ \mathrm{nm^{-2}}\). Therefore

\[
\tau=\frac{1}{(10^{-3}\ \mathrm{nm^2/s})(0.098696\ \mathrm{nm^{-2}})}
=10132\ \mathrm{s}=2.81\ \mathrm{h}.
\]

This is the result to be shown. During this time the amplitude falls from \(5.0\times10^{17}\) to \(1.84\times10^{17}\ \mathrm{cm^{-3}}\). The crest drops from \(1.50\times10^{18}\) to \(1.18\times10^{18}\ \mathrm{cm^{-3}}\), and the trough rises from \(5.0\times10^{17}\) to \(8.2\times10^{17}\ \mathrm{cm^{-3}}\). The amplitude is halved earlier, at \(\tau\ln2=1.95\) h.

A separate numerical calculation divided one period into 200 cells and followed the fluxes between them. It gave an \(e\)-fold time of 2.815 h, against 2.814 h from the formula.

## Comparison of the estimate and the solution

The estimate of 3.5 h is too long by a factor \(4\pi^2/32=1.23\). The bare time \(L^2/D\) is too long by \(4\pi^2=39.5\). Both have the correct dependence on \(L\) and \(D\), and they differ from the solution in the length they use. The length that belongs to the problem is

\[
\sqrt{D\tau}=\frac1k=\frac{L}{2\pi}=3.18\ \mathrm{nm}.
\]

A count of atoms shows where this length comes from. The half period around a crest, from \(-L/4\) to \(L/4\), holds an excess over the mean, per unit area, of

\[
N=\int_{-L/4}^{L/4}A\cos kx\,dx=\frac{2A}{k}.
\]

At its right edge \(kx=\pi/2\), and the outward flux is \(-D(-kA\sin kx)=DkA\). The left edge loses as much, so the total loss rate is \(2DkA\). Dividing the excess by the loss rate gives

\[
\frac{2A/k}{2DkA}=\frac1{Dk^2}=\tau .
\]

One factor \(1/k\) measures the width of the store of excess atoms. The other comes from the gradient that drains it. Halving the period halves both lengths, so a 10 nm modulation with the same \(D\) has \(\tau=2.81/4=0.70\) h.

The random motion of single atoms leads to the same answer. Atoms starting in one plane spread into the Gaussian

\[
G(s,t)=\frac{1}{\sqrt{4\pi Dt}}\,e^{-s^2/4Dt},
\]

where \(s\) is the displacement. This satisfies the diffusion equation, since both \(\partial G/\partial t\) and \(D\,\partial^2G/\partial s^2\) equal \(G\,[-1/(2t)+s^2/(4Dt^2)]\). Its variance is \(\sigma^2=2Dt\). The concentration at \(x\) is the sum of what arrives from all starting planes \(x-s\). In \(\cos k(x-s)=\cos kx\cos ks+\sin kx\sin ks\), the second term is odd in \(s\) and integrates to zero. The cosine is thus multiplied by

\[
I(k)=\int_{-\infty}^{\infty}G\cos ks\,ds .
\]

Differentiate with respect to \(k\), use \(sG=-\sigma^2\,\partial G/\partial s\), and integrate by parts:

\[
\frac{dI}{dk}=-\int sG\sin ks\,ds
=\sigma^2\int\frac{\partial G}{\partial s}\sin ks\,ds=-\sigma^2kI .
\]

Since \(I(0)=1\), the solution is \(I=e^{-\sigma^2k^2/2}=e^{-Dk^2t}\), as before. At \(t=\tau\) the root mean square displacement is \(\sigma=\sqrt2/k=4.5\) nm. The scaling estimate used 5 nm, which is why it came close.

## Two extensions of the solution

**Other periodic shapes.** The diffusion equation is linear, so a periodic profile can be split into cosines and sines of wavenumber \(mk\), with \(m=1,2,3,\ldots\), and each part decays separately. Replacing \(k\) by \(mk\) gives the decay time \(\tau/m^2\). In a profile with abrupt steps, the third harmonic is multiplied by \(e^{-9}\) during the time \(\tau\), while the fundamental is multiplied by \(e^{-1}\). The corners are lost first and the profile approaches a sinusoid of period \(L\), provided that its fundamental is not zero.

**Changing temperature.** If \(D\) varies in time but not in space, the amplitude equation becomes \(dA/dt=-k^2D(t)A\). Its solution is

\[
A(t)=A_0\exp\left[-k^2\int_0^tD(t')\,dt'\right].
\]

The amplitude has fallen by \(e\) when \(\int D\,dt=1/k^2=10.1\ \mathrm{nm^2}\). Within this model, heating ramps and later growth steps count through the same integral as the anneal.

## The result beside a real case

Antimony, a donor in silicon, provides a realistic setting. Rough values for the part of its diffusivity carried by neutral vacancies are a prefactor \(D_p=0.2\ \mathrm{cm^2/s}\) and an activation energy \(E_a=3.65\) eV in \(D=D_pe^{-E_a/k_BT}\). Solving for the temperature gives

\[
T=\frac{E_a}{k_B\ln(D_p/D)}\approx1128\ \mathrm{K},
\]

or about 855 °C. In a real anneal the decay time depends on the actual temperature, which sets \(D\). At 10 K above the intended temperature, \(D\) is larger by a factor 1.39 and \(\tau\) drops to 2.02 h, which is 28 % less. The law also presumes that the crystal's point defects are in equilibrium. It does not cover an anneal that follows ion implantation or takes place in an oxidizing gas. The usual fit for antimony also has a term for negatively charged vacancies, proportional to the electron density, which is about as large as the neutral term at this temperature. With both terms the stated \(D\) is reached some 20 K lower, near 1107 K, and the factor for 10 K is about 1.43. The rough parameters therefore locate the temperature only approximately, whereas the 2.8 h follows from the stated \(D\).

Several further corrections are worked out one at a time, with the temperature and the stated \(D\) held fixed.

### The internal electric field

Donors are positive ions, and their electrons spread out more evenly than they do. The crests are left positively charged, and the resulting field pushes donors away from them. Let \(\phi\) be the electric potential, \(q\) the elementary charge, and \(\psi=q\phi/k_BT\). The drift flux is mobility times concentration times field. With the Einstein relation for the mobility, \(qD/k_BT\), it equals \(-DC\,\partial\psi/\partial x\). The total flux is

\[
J=-D\left(\frac{\partial C}{\partial x}+C\frac{\partial\psi}{\partial x}\right).
\]

Electrons and holes adjust quickly and are taken to be in equilibrium, with densities \(n=n_ie^{\psi}\) and \(p=n_ie^{-\psi}\), where \(n_i\) is the intrinsic density. All donors are taken as ionized. In uniform material \(n_0-p_0=C_0\) and \(n_0p_0=n_i^2\). Because \((n_0+p_0)^2=(n_0-p_0)^2+4n_0p_0\),

\[
n_0+p_0=\sqrt{C_0^2+4n_i^2}.
\]

Now add a small modulation \(\delta C\propto\cos kx\). To first order \(\delta n=n_0\,\delta\psi\) and \(\delta p=-p_0\,\delta\psi\). Poisson's equation, \(\varepsilon\,\partial^2\phi/\partial x^2=-q(C+p-n)\), becomes

\[
-\frac{\varepsilon k_BT}{q}k^2\,\delta\psi=-q\left[\delta C-(n_0+p_0)\,\delta\psi\right].
\]

Collecting the terms in \(\delta\psi\) gives

\[
\delta\psi=\frac{\delta C}{(n_0+p_0)(1+k^2\lambda^2)},\qquad
\lambda^2=\frac{\varepsilon k_BT}{q^2(n_0+p_0)} .
\]

To first order the flux is \(-D\,\partial(\delta C+C_0\,\delta\psi)/\partial x\), so the decay rate is multiplied by

\[
F=1+\frac{C_0}{(n_0+p_0)(1+k^2\lambda^2)} .
\]

With a rough \(n_i=3\times10^{18}\ \mathrm{cm^{-3}}\) at the anneal temperature and a relative permittivity of 11.7, \(n_0+p_0=6.08\times10^{18}\ \mathrm{cm^{-3}}\) and the screening length is \(\lambda=3.22\) nm. Then \(k\lambda=1.01\) and

\[
F=1+\frac{1.00/6.08}{1+1.02}=1.08 .
\]

Since \(k\lambda\) is close to one, the carriers do not follow the donors closely, and the field term is about half its value for a long period. For long periods and doping far above \(n_i\), \(F\) approaches 2, as long as the electrons are not degenerate. The formula treats donors and carriers as smooth charge. Here the typical donor spacing, \(C_0^{-1/3}=10\) nm, exceeds the screening length, so \(F\) describes an average over the plane of the layer and the size of the correction is approximate.

The formula was tested against a numerical solution of the full Poisson and drift-diffusion equations. For an amplitude of 1 % of the mean, both gave \(F=1.0814\). For the actual amplitude, half the mean, the numerical \(e\)-fold time is 2.60 h.

The diffusivity may itself depend on the local electron density. Here the given \(D\) is taken as its value at uniform doping \(C_0\). Letting \(D\) vary in proportion to \(n\) left the computed time at 2.60 h. Symmetry makes a weak effect plausible. Reversing the sign of \(A_0\) merely shifts the profile by half a period, so the coefficient of \(\cos kx\) at any later time is an odd function of \(A_0\). Its relative correction therefore starts at order \(A_0^2\), not \(A_0\). The variation of \(D\) is also small: to first order \(\delta n/n_0=\delta\psi\), whose initial amplitude is \(0.500/(6.08\times2.02)=0.041\), so \(n\) varies by only about 4 % either way.

### A finite migration length

Fick's law assumes steps much shorter than the period. A dopant atom may instead sit still, become mobile, travel some distance and be captured again. Let \(g\) be the rate of release, \(r\) the rate of capture and \(D_m\) the diffusivity while mobile. For the amplitudes \(A_s\) of the fixed atoms and \(A_m\) of the mobile ones,

\[
\frac{dA_s}{dt}=-gA_s+rA_m,\qquad
\frac{dA_m}{dt}=gA_s-(r+D_mk^2)A_m .
\]

If \(g\ll r\), few atoms are mobile, and their amplitude quickly settles to \(A_m=gA_s/(r+D_mk^2)\). Substitution gives

\[
\frac{dA_s}{dt}=-g\left(1-\frac{r}{r+D_mk^2}\right)A_s
=-\frac{gD_mk^2}{r+D_mk^2}A_s .
\]

For long periods \(D_mk^2\) is negligible beside \(r\), and the rate is \(Dk^2\) with \(D=gD_m/r\). Defining the migration length by \(\ell^2=D_m/r\), the rate for any period is

\[
\frac{Dk^2}{1+k^2\ell^2}.
\]

The decay is slower than Fick's law predicts. For \(k\ell\gg1\) the rate tends to \(g\), since an atom cannot leave its crest before it is released. With a trial value \(\ell=1\) nm, which is not a measured one, the time grows by a factor \(1+0.0987\), to 3.09 h. This correction is opposite in sign to that of the field. It grows as \(\ell^2\), so a dopant with a migration length of several nanometres would not obey the 2.8 h result.

### The ends of the stack and the carrier statistics

Suppose the stack begins with a crest at \(x=0\) and borders on undoped silicon. Without the field, the concentration inside is the Gaussian sum above, restricted to starting planes in the stack. After a time \(\tau\), the concentration 10 nm from the end is 2.3 % below that of an endless stack at the same place. At 20 nm the deficit is about \(5.5\times10^{-4}\) %. In this field-free estimate, the end matters over a few times the displacement of 4.5 nm. Electrons that spill into the undoped silicon also set up a field that draws donors outwards, so the actual losses at these two depths are larger. The very small value at 20 nm in particular holds only without the field; with it, the deficit there is a few hundredths of a per cent. Periods deep inside a long stack are unaffected at this accuracy.

The exponential law for \(n\) holds when the electrons are far from degenerate. Expanding the Fermi function to second order gives a relative correction to \(n\) of about \(n_0/(2^{3/2}N_c)\), where \(N_c\) is the effective density of states of the conduction band. With \(n_0=3.54\times10^{18}\) and a rough \(N_c=2\times10^{20}\ \mathrm{cm^{-3}}\), this is 0.6 %. It affects only the field term, itself 8 % of the rate, and can be ignored. Full ionization is a somewhat rougher assumption. For a donor level between zero and 0.043 eV below the band edge, the same densities leave 3 to 5 % of the donors neutral. This too acts only on the field term and changes the rate by less than 1 %.

For these parameters the corrections from the field and from a 1 nm migration length are each about a tenth of \(\tau\) or less, while a 10 K temperature error changes it by more than a quarter. The 2.8 hours is thus the answer of Fick's law for the stated \(D\). In a real anneal, a temperature error of 10 K changes the time by some tens of per cent even if the dependence of \(D\) on temperature is known exactly. Uncertainty in that dependence can matter more: at the same temperature and prefactor, an activation energy lower by 0.05 eV would shorten the time to 1.7 h. The numerical output below lists the main values.

## Numbers as computed

```
period L: 20 nm
diffusivity D: 1.0e-17 cm^2/s
diffusivity D: 1.0e-03 nm^2/s
wavenumber k: 0.31416 nm^-1
k squared: 0.098696 nm^-2
decay rate D k^2: 9.8696e-05 s^-1
e-fold time tau, formula: 10132 s
e-fold time tau, formula: 2.814 h
e-fold time, finite volumes: 2.815 h
L^2/D without 4 pi^2: 111.1 h
4 pi^2: 39.48
diffusion length sqrt(D tau): 3.183 nm
half-amplitude time: 1.951 h
mean doping: 1.00e+18 cm^-3
initial amplitude: 5.00e+17 cm^-3
initial crest: 1.50e+18 cm^-3
initial trough: 5.00e+17 cm^-3
amplitude after 1 h: 3.505e+17 cm^-3
amplitude after tau: 1.839e+17 cm^-3
amplitude after 2 tau: 6.767e+16 cm^-3
crest after tau: 1.184e+18 cm^-3
trough after tau: 8.161e+17 cm^-3
rough Arrhenius prefactor: 0.2 cm^2/s
rough activation energy: 3.65 eV
anneal temperature for D: 1128 K
temperature error tried: 10 K
D ratio, hotter/nominal: 1.391
e-fold time when hotter: 2.02 h
rough intrinsic density: 3.0e+18 cm^-3
relative permittivity: 11.7
mean electron density n0: 3.54e+18 cm^-3
carrier sum n0+p0: 6.08e+18 cm^-3
screening length: 3.22 nm
field rate factor, linear formula: 1.0814
field rate factor, small amplitude: 1.0814
e-fold time, field: 2.603 h
e-fold time, field, varying D: 2.603 h
trial migration length: 1.0 nm
migration time factor: 1.0987
e-fold time, migration: 3.09 h
end loss at 10 nm after tau: 2.27 %
end loss at 20 nm after tau: 5.5e-04 %
rough density of states Nc: 2.0e+20 cm^-3
degeneracy correction: 0.63 %
```
